# Why the Folded Spectrum Method Is Slow, and When: a numerical check

```python
"""
Result under test: conjugate-gradient (CG) minimization of a Rayleigh quotient
needs about sqrt(kappa)/2 * ln(2/eps) iterations, with
kappa = (largest - lowest)/(second - lowest) eigenvalue of the operator used.
For H and its lowest state kappa = W/g; for the folded operator (H - Eref)^2
with Eref at the target kappa = (D/g)^2, so the count grows as D/g.
W: spectral width, g: distance from target to nearest neighbour,
D: distance from target to farthest level, s: displacement of Eref,
G: distance from Eref (in a band gap) to the target at the band edge,
delta: spacing from that target to the next level. Energies in eV.
H is diagonal: CG without preconditioner does not depend on the basis rotation.
"""
import numpy as np
from scipy.optimize import linprog
from numpy.polynomial.chebyshev import chebvander

REDUCTION = 1e-4        # factor by which the error angle must fall
START_TANGENT = 1e-2    # tangent of the initial angle to the target
DENSITY = 40            # band levels per target spacing


def band(first, last, spacing):
    """Uniform dense band of levels from first to last."""
    number = int(round(abs(last - first) / spacing * DENSITY)) + 1
    return np.linspace(first, last, number)


def cg_count(operator, levels):
    """Iterations of locally optimal CG; the target is element 0.
    The start is the target plus first-order admixtures of random sign."""
    rng = np.random.default_rng(1)
    signs = rng.choice([-1.0, 1.0], size=len(levels) - 1)
    admixture = signs / (levels[1:] - levels[0])
    admixture *= START_TANGENT / np.linalg.norm(admixture)
    x = np.concatenate([[1.0], admixture])
    x /= np.linalg.norm(x)
    direction = None
    for count in range(1, 20001):
        image = operator * x
        residual = image - (x @ image) * x
        residual -= (x @ residual) * x
        residual /= np.linalg.norm(residual)
        rows = [x, residual]
        if direction is not None:
            q = direction - (x @ direction) * x
            q -= (residual @ q) * residual
            rows.append(q / np.linalg.norm(q))
        basis = np.array(rows)
        small = (basis * operator) @ basis.T
        y = np.linalg.eigh(small)[1][:, 0]
        direction = y[1:] @ basis[1:]
        x = y[0] * x + direction
        x /= np.linalg.norm(x)
        tangent = np.linalg.norm(x[1:]) / abs(x[0])
        if tangent <= REDUCTION * START_TANGENT:
            return count
    raise RuntimeError("CG did not converge")


def estimate(kappa):
    """Chebyshev estimate of the iteration count."""
    return np.arccosh(1 / REDUCTION) / np.arccosh((kappa + 1) / (kappa - 1))


def exponent(ratios, counts):
    return np.polyfit(np.log(ratios), np.log(counts), 1)[0]


def best_polynomial(intervals, degree):
    """Largest p(0) with |p| <= 1 on the intervals, by linear programming."""
    angle = np.linspace(0, np.pi, 300)
    points = np.concatenate([(a + b) / 2 - (b - a) / 2 * np.cos(angle)
                             for a, b in intervals])
    low, high = min(points.min(), 0.0), max(points.max(), 0.0)

    def scaled(value):
        return (2 * value - low - high) / (high - low)

    rows = chebvander(scaled(points), degree)
    at_zero = chebvander(np.array([scaled(0.0)]), degree)[0]
    answer = linprog(-at_zero, A_ub=np.vstack([rows, -rows]),
                     b_ub=np.ones(2 * len(points)),
                     bounds=[(None, None)] * (degree + 1), method="highs")
    assert answer.success
    return -answer.fun


# Width scan: the same edge state with H and with the folded operator,
# and a central state with the folded operator.
g = 0.1
widths = np.array([5.0, 10.0, 20.0, 40.0])
print(f"target spacing g = {g:.3f} eV")
print(f"error reduction eps = {REDUCTION:.0e}")
print(f"initial tangent of angle = {START_TANGENT:.0e}")
print(f"band levels per target spacing = {DENSITY}")
print("CG iterations, with Chebyshev estimate in brackets")
print("W/eV  W/g  edge,H  edge,folded  centre,folded")
plain, edge_folded, centre_folded = [], [], []
for W in widths:
    D = W / 2
    edge = np.concatenate([[0.0], band(g, W, g)])
    centre = np.concatenate([[0.0], band(g, D, g), band(-g, -D, g)])
    counts = [cg_count(edge, edge), cg_count(edge**2, edge),
              cg_count(centre**2, centre)]
    guesses = [estimate(W / g), estimate((W / g)**2), estimate((D / g)**2)]
    for count, guess in zip(counts, guesses):
        assert 0.7 < count / guess < 1.1
    plain.append(counts[0])
    edge_folded.append(counts[1])
    centre_folded.append(counts[2])
    print(f"{W:4.0f} {W/g:4.0f}  " + "  ".join(
        f"{c} ({e:.0f})" for c, e in zip(counts, guesses)))
slopes = [exponent(widths / g, c) for c in (plain, edge_folded, centre_folded)]
for name, slope, expected in zip(("edge, H", "edge, folded", "centre, folded"),
                                 slopes, (0.5, 1.0, 1.0)):
    print(f"exponent of W/g, {name} = {slope:.3f}")
    assert abs(slope - expected) < 0.06
print(f"edge state, W = {widths[-1]:.0f} eV: folded/plain iterations = "
      f"{edge_folded[-1]/plain[-1]:.1f}")
print(f"edge state, same W: folded/plain H products = "
      f"{2*edge_folded[-1]/plain[-1]:.1f}")
print(f"centre state, same W: H products = {2*centre_folded[-1]}")

# Reference energy displaced from the central target toward one neighbour.
W = 20.0
D = W / 2
centre = np.concatenate([[0.0], band(g, D, g), band(-g, -D, g)])
print(f"displaced Eref, W = {W:.0f} eV: s/g, kappa, iterations (estimate)")
previous = 0
for fraction in (0.0, 0.2, 0.4):
    s = fraction * g
    kappa = D * (D + 2 * s) / (g * (g - 2 * s))
    count = cg_count((centre - s)**2, centre)
    assert 0.6 < count / estimate(kappa) < 1.1
    assert count > previous
    previous = count
    print(f"{fraction:.1f}  {kappa:.0f}  {count} ({estimate(kappa):.0f})")

# Reference energy inside a band gap, target at the upper band edge.
G, D, lower_edge = 1.0, 10.0, -1.5
deltas = np.array([0.1, 0.05, 0.025, 0.0125])
print(f"Eref in band gap: G = {G:.1f} eV, D = {D:.0f} eV, "
      f"lower band edge at {lower_edge:.1f} eV")
print("delta/eV, kappa, iterations (estimate)")
gap_counts = []
for delta in deltas:
    levels = np.concatenate([[G], band(G + delta, D, delta),
                             band(lower_edge, -D, delta)])
    kappa = (D**2 - G**2) / (delta * (2 * G + delta))
    count = cg_count(levels**2, levels)
    assert 0.7 < count / estimate(kappa) < 1.1
    gap_counts.append(count)
    print(f"{delta:.4f}  {kappa:.0f}  {count} ({estimate(kappa):.0f})")
gap_slope = exponent(1 / deltas, gap_counts)
print(f"exponent of 1/delta, Eref in band gap = {gap_slope:.3f}")
assert abs(gap_slope - 0.5) < 0.06

# Best possible polynomials in H, found without assuming parity.
d, top = 0.2, 1.0
one_sided = best_polynomial([(d, 2 * top)], 10)
one_formula = np.cosh(10 * np.arccosh((2 * top + d) / (2 * top - d)))
assert abs(one_sided / one_formula - 1) < 0.01
symmetric = [(-top, -d), (d, top)]
even_degree = best_polynomial(symmetric, 20)
odd_degree = best_polynomial(symmetric, 21)
folded = np.cosh(10 * np.arccosh((top**2 + d**2) / (top**2 - d**2)))
assert abs(even_degree / folded - 1) < 0.01
assert abs(odd_degree / folded - 1) < 0.01
print("damping factors of polynomials in H (dimensionless energies)")
print(f"one interval [{d:.1f}, {2*top:.1f}], degree 10: best {one_sided:.1f}, "
      f"Chebyshev {one_formula:.1f}")
print(f"symmetric, {d:.1f} <= |x| <= {top:.1f}, folded degree 20: {folded:.2f}")
print(f"symmetric, best of degree 20: {even_degree:.2f}")
print(f"symmetric, best of degree 21: {odd_degree:.2f}")

d, bottom = 0.1, 0.25
lopsided = best_polynomial([(-bottom, -d), (d, top)], 20)
folded = np.cosh(10 * np.arccosh((top**2 + d**2) / (top**2 - d**2)))
assert lopsided > 2 * folded
print(f"lopsided, [-{bottom:.2f}, -{d:.1f}] and [{d:.1f}, {top:.1f}], degree 20:")
print(f"  folded {folded:.2f}, best {lopsided:.2f}")

print("tests ok")
```

Printed output:

```
target spacing g = 0.100 eV
error reduction eps = 1e-04
initial tangent of angle = 1e-02
band levels per target spacing = 40
CG iterations, with Chebyshev estimate in brackets
W/eV  W/g  edge,H  edge,folded  centre,folded
   5   50  35 (35)  246 (248)  123 (124)
  10  100  49 (49)  493 (495)  246 (248)
  20  200  69 (70)  986 (990)  493 (495)
  40  400  98 (99)  1973 (1981)  986 (990)
exponent of W/g, edge, H = 0.495
exponent of W/g, edge, folded = 1.001
exponent of W/g, centre, folded = 1.001
edge state, W = 40 eV: folded/plain iterations = 20.1
edge state, same W: folded/plain H products = 40.3
centre state, same W: H products = 1972
displaced Eref, W = 20 eV: s/g, kappa, iterations (estimate)
0.0  10000  493 (495)
0.2  16733  627 (641)
0.4  50400  1065 (1112)
Eref in band gap: G = 1.0 eV, D = 10 eV, lower band edge at -1.5 eV
delta/eV, kappa, iterations (estimate)
0.1000  471  107 (107)
0.0500  966  153 (154)
0.0250  1956  218 (219)
0.0125  3935  309 (311)
exponent of 1/delta, Eref in band gap = 0.510
damping factors of polynomials in H (dimensionless energies)
one interval [0.2, 2.0], degree 10: best 349.4, Chebyshev 349.3
symmetric, 0.2 <= |x| <= 1.0, folded degree 20: 28.84
symmetric, best of degree 20: 28.85
symmetric, best of degree 21: 28.85
lopsided, [-0.25, -0.1] and [0.1, 1.0], degree 20:
  folded 3.79, best 25.37
tests ok
```
